# Real Contact Area and Load in Archard's Hierarchy of Elastic Spheres

## Definitions and conventions

An elastic sphere of radius $R_1$ carries on its surface $m_2$ smaller spherical caps of radius $R_2$ per unit area. Each of these carries $m_3$ caps of radius $R_3$ per unit area, and so on to level $n$, whose caps are smooth. The whole is pressed on a rigid flat by a load $W$. The real contact area $A_n$ is the summed area of the spots on the finest level. The result to be derived is

$$A_n=C_nW^{\alpha_n},\qquad \alpha_n=1-3^{-n}, \tag{1}$$

that is, $\alpha_n=2/3,\ 8/9,\ 26/27,\dots$, with $C_n$ independent of load.

Contact is frictionless and non-adhesive, strains are small, and the material is linear and isotropic with Young's modulus $E$, shear modulus $G=E/[2(1+\nu)]$ and Poisson ratio $\nu$. I write $E^*=E/(1-\nu^2)$. Pressure $p$ is positive in compression, and the surface displacement $u$ is positive into the body. For one sphere, $a$ is the contact radius, $p_0$ the peak pressure and $\delta$ the approach of the flat.

The scales must be separated: a parent contact holds many children, the children compress much less than the parent, and neighbouring spots stay apart. A parent then responds as if it were smooth, and its pressure sets the loads on its children.

## First derivation: the Hertz pressure and its integral

**Surface response.** Contacts are small beside the radii, so each body is treated as a half-space $z>0$. Take a harmonic function $\phi$ and a harmonic $\psi$ with $\partial_z\psi=\phi$, and try

$$2G\,\mathbf u=-(1-2\nu)\nabla\psi-z\nabla\phi+(3-4\nu)\phi\,\mathbf e_z .$$

Equilibrium requires $(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0$. Since $\nabla^2(z\nabla\phi)=2\nabla\partial_z\phi$, the first term, times $2G$, is $-2(1-2\nu)\nabla\partial_z\phi$. The divergence is $2G\,\nabla\cdot\mathbf u=[-1+(3-4\nu)]\partial_z\phi=2(1-2\nu)\partial_z\phi$, so the second term cancels the first.

At $z=0$ the shear stress is half the sum of $\partial_z(2Gu_x)=-2(1-\nu)\partial_x\phi$ and $\partial_x(2Gu_z)=2(1-\nu)\partial_x\phi$, which vanishes; the $y$ component is the same. The normal stress is

$$\sigma_{zz}=2G\left[\partial_zu_z+\frac{\nu}{1-2\nu}\nabla\cdot\mathbf u\right]=(1-2\nu)\partial_z\phi+2\nu\,\partial_z\phi=\partial_z\phi .$$

It must equal $-p$. The decaying solution is $\phi=(2\pi)^{-1}\int p\,dA'/D$, with $D$ the distance to the surface element: its $-\partial_z$ weights $p$ by $z/(2\pi D^3)$, which has unit integral over the surface and contracts to a point as $z\to0$. With $2Gu_z=2(1-\nu)\phi$ at the surface,

$$u(\mathbf r)=\frac{1-\nu}{2\pi G}\int\frac{p\,dA'}{|\mathbf r-\mathbf r'|}=\frac1{\pi E^*}\int\frac{p(\mathbf r')\,dA'}{|\mathbf r-\mathbf r'|}. \tag{2}$$

**One smooth sphere.** Near its tip the sphere is the paraboloid $r^2/(2R)$. Inside the contact $u=\delta-r^2/(2R)$; outside, $u$ must be at least this large, so that the bodies do not overlap. Try $p=p_0\sqrt{1-r^2/a^2}$.

In polar coordinates about the field point, $dA'/|\mathbf r-\mathbf r'|=ds\,d\varphi$, so (2) is a sum over straight lines through that point. A line at angle $\varphi$ to the radius passes the centre at distance $r|\sin\varphi|$. Along it the pressure is a half-ellipse of half-width $\sqrt{a^2-r^2\sin^2\varphi}$ and height $p_0/a$ times that, with area $(\pi p_0/2a)(a^2-r^2\sin^2\varphi)$. Hence, for $r<a$,

$$u=\frac{p_0}{2aE^*}\int_0^\pi(a^2-r^2\sin^2\varphi)\,d\varphi=\frac{\pi p_0}{4aE^*}(2a^2-r^2).$$

Matching the terms in $r^2$ and the constants gives

$$p_0=\frac{2aE^*}{\pi R},\qquad \delta=\frac{\pi p_0a}{2E^*}=\frac{a^2}{R}. \tag{3}$$

For $r>a$ only lines with $r|\sin\varphi|<a$ meet the contact. The omitted angles would have contributed negatively, so $u$ exceeds $\delta-r^2/(2R)$ and a gap is open, as required. The load is

$$W=\int_0^a p\,2\pi r\,dr=\frac{2\pi}{3}a^2p_0=\frac{4E^*a^3}{3R}. \tag{4}$$

Thus $A_1=\pi a^2=\pi(3RW/4E^*)^{2/3}$, and $\alpha_1=2/3$.

**Adding a level.** Suppose one child, with all its finer levels, has real area $Cw^\beta$ under load $w$. A child at radius $r$ on the parent carries $w=p(r)/m$. Many children lie in the contact, so their sum becomes an integral:

$$A=\int_0^a m\,C\left(\frac{p}{m}\right)^{\beta}2\pi r\,dr .$$

Put $t=\sqrt{1-r^2/a^2}$, so that $r\,dr=-a^2t\,dt$. Then

$$A=2\pi a^2m^{1-\beta}Cp_0^\beta\int_0^1t^{\beta+1}dt=\frac{\pi a^2m^{1-\beta}C\,p_0^\beta}{1+\beta/2}. \tag{5}$$

From (3) and (4), $a^2=(3RW/4E^*)^{2/3}$ and $p_0=(6E^{*2}W/\pi^3R^2)^{1/3}$. The powers of $W$ in (5) add to

$$\alpha_n=\frac{2+\alpha_{n-1}}3,\qquad\text{so}\qquad 1-\alpha_n=\frac{1-\alpha_{n-1}}3 .$$

As $1-\alpha_1=1/3$, equation (1) follows. Equation (5), applied from the finest level outwards, also gives $C_n$.

## Second derivation: similarity under a change of load

The exponent can be found without knowing the pressure profile. Let $p(\mathbf r)$, with displacement $u(\mathbf r)$ and approach $\delta$, solve the contact problem for a shape $h(\mathbf r)$ with $h(\lambda\mathbf r)=\lambda^2h(\mathbf r)$. A paraboloid is such a shape. Consider

$$p'(\mathbf r)=\lambda\,p(\mathbf r/\lambda).$$

In (2) the pressure brings a factor $\lambda$, the area element $\lambda^2$ and the inverse distance $\lambda^{-1}$, so $u'(\mathbf r)=\lambda^2u(\mathbf r/\lambda)$. With $\delta'=\lambda^2\delta$, every term of the contact condition $u=\delta-h$ has grown by $\lambda^2$. The new fields therefore solve the problem for the same body, at load $W'=\lambda\cdot\lambda^2W=\lambda^3W$.

This is the only solution at that approach. Let $g=u-\delta+h\ge0$ be the gap, so that $pg=0$ everywhere. For two solutions with equal $\delta$,

$$\int(p_1-p_2)(u_1-u_2)\,dA=\int(p_1-p_2)(g_1-g_2)\,dA=-\int(p_1g_2+p_2g_1)\,dA\le0 .$$

The left side is twice the elastic energy produced by $p_1-p_2$. It is positive unless $p_1=p_2$.

Now multiply the load by $s=\lambda^3$. The parent contact area grows by $s^{2/3}$, and so does the number of children in it. At corresponding positions each child carries $s^{1/3}$ times its former load. The same statement applies to each child with $s^{1/3}$ in place of $s$, and so on down:

- the load on a level-$k$ sphere grows by $s^{1/3^{k-1}}$;
- its smooth contact area grows by $s^{2/3^k}$;
- the number of finest spots grows by $s^{2/3+2/9+\dots+2/3^{n-1}}=s^{1-3^{-(n-1)}}$.

The product of spot number and spot area grows with exponent

$$\alpha_n=\sum_{k=1}^n\frac2{3^k}=\frac23\,\frac{1-3^{-n}}{1-1/3}=1-3^{-n}.$$

Spot number times load per finest sphere grows by $s^{1-3^{-(n-1)}}s^{3^{-(n-1)}}=s$, as equilibrium demands.

This shows why the exponent approaches one. For three levels the number of spots grows as $W^{8/9}$ and the mean spot area only as $W^{2/27}$: added load is taken up mainly by new spots. Strict proportionality is the limit $n\to\infty$ and is not reached by a finite hierarchy.

**Other shapes.** For caps with $h\propto r^q$, $q>1$, the same argument has $p'=\lambda^{q-1}p$, $u'=\lambda^qu$ and $W'=\lambda^{q+1}W$. The load factor passed to a child has exponent $\kappa=(q-1)/(q+1)$, and the area has exponent $2/(q+1)=1-\kappa$. If all levels share this shape,

$$\alpha_n=(1-\kappa)(1+\kappa+\dots+\kappa^{n-1})=1-\kappa^n .$$

Spheres have $q=2$ and $\kappa=1/3$. Blunter caps approach proportionality more slowly. As $q\to1$, the limit of cones, $\alpha_1\to1$ and no hierarchy is needed.

## What each derivation assumes

Both need linear elasticity, no friction or adhesion, and separated scales. The first also needs axisymmetric parabolic caps, for which the pressure is known in closed form; in return it gives the area itself. The second uses only that the shape is homogeneous, that the response kernel falls as inverse distance, and that elastic energy is positive. It therefore covers caps with two unequal radii of curvature, but it leaves $C_n$ unknown. Neither holds on a pad whose thickness is comparable with the contact, because that thickness is a further length that does not scale with load.

## A polyurethane tool on wet glass

Take a solid polyurethane ball pressed without sliding on glass, with $E=100$ MPa, $\nu=0.40$, hence $E^*=119$ MPa, and $W=0.10$ N. The radii are 40 mm, 100 µm and 1 µm. The children sit on square lattices of pitch 20 µm and 0.5 µm, so $m_2=1/(20\ \text{µm})^2$ and $m_3=1/(0.5\ \text{µm})^2$.

Equation (4) gives $a_1=(3R_1W/4E^*)^{1/3}=293$ µm, and (3) gives a peak pressure of 0.5555 MPa. The central level-2 cap carries this pressure times $(20\ \text{µm})^2$. Repeating the calculation downwards gives central contact radii $a_2=5.19$ µm and $a_3=0.184$ µm, with peak pressures 3.94 and 13.9 MPa.

The parent contact holds $\pi a_1^2m_2=675$ level-2 caps. By (5) with $\beta=2/3$, their average smooth contact area is $1/(1+1/3)=3/4$ of the central one:

$$A_2=675\times\tfrac34\times\pi(5.19\ \text{µm})^2\approx4.29\times10^4\ \text{µm}^2 .$$

The number of finest spots is $m_3A_2\approx1.72\times10^5$. Applying (5) twice, with $\beta=2/3$ and then $8/9$, gives

$$A_3=\frac{9}{13}\cdot\frac34\,(\pi a_1^2m_2)(\pi a_2^2m_3)(\pi a_3^2)\approx1.26\times10^4\ \text{µm}^2=0.0126\ \text{mm}^2 .$$

This is 4.7 % of the smooth-sphere area $A_1=0.270$ mm², and the mean real pressure is 7.9 MPa. Doubling the load multiplies $A_3$ by 1.949: the spot number rises by 1.852 and the mean spot area by 1.053.

Replacing sums by integrals was tested by adding up individual spheres on these lattices, each loaded by the local Hertz pressure. The summed area is 0.9999 of the formula, and the exponent between 0.01 and 1 N is 0.9631, against $26/27=0.9630$. This checks the counting, not the mechanical separation of scales. Of the corrections sized below, the compliance of the small caps raises the area most at low load, and neighbour interaction lowers it most at high load. They nearly cancel at 0.10 N, but together they bring the exponent over this range down to roughly 0.94.

## Where the result fails, and by how much

**Range of load.** By (3) and (4) the central compression of the parent varies as $W^{2/3}$ and that of its level-2 caps as $W^{2/9}$. Their ratio, level 2 to level 1, therefore grows as $W^{-4/9}$ when the load falls. It is about one eighth at 0.10 N and would reach one near 0.9 mN, so the separation of scales is already lost there. At about 5.7 µN the formula, taken beyond its range, puts one level-2 cap in the parent contact. With one cap at the apex, its neighbours sit only $(20\ \text{µm})^2/(2R_1)=5$ nm lower, so several still touch at that load. A smooth cap would compress by 5 nm at about 0.6 µN. Its level-3 caps make it softer, so a single cap carries everything, and the outer level drops out, only below about 0.2 µN. With no cap at the apex the height step, and this load, are smaller still. The exponent would then fall back to $8/9$ if the two remaining levels were still separated. Here they are not: by the same scaling, the compressions of levels 2 and 3 become equal at about 2 µN on one cap, so no clean power law is left. At the other end, $a_2\propto W^{1/9}$, so central level-2 spots would touch at $0.10\,(10/5.192)^9\approx36$ N. This is an estimate, since interaction between neighbours matters before contact.

**Neighbours.** Treat the neighbours of a spot as equal point loads $w$ on a square lattice of pitch $\ell$. In the plane $\nabla^2(1/r)=1/r^3$. By square symmetry, the quadratic part of their displacement at distance $\rho$ from the spot centre is $wS\rho^2/(4\pi E^*\ell^3)$, where $S=9.03$ is the lattice sum of $1/r^3$ in units of the pitch. It adds to $\rho^2/(2R)$ in the contact condition, giving an effective radius $R'$:

$$\frac1{R'}=\frac1R+\frac{wS}{2\pi E^*\ell^3},\qquad \frac R{R'}=1+\frac{2S}{3\pi}\left(\frac a\ell\right)^3,$$

where $w=4E^*a^3/(3R)$ was used. The spot area varies as $R'^{2/3}$. To this leading order in $a/\ell$ it falls by 2.2 % for the central level-2 spot and by 5.9 % for the central level-3 spot, relative to isolated spots at equal load. Allowing for the finite size of the neighbouring spots raises these figures to about 2.3 % and 6.8 %.

**Compliance of the small caps.** The central compressions $a^2/R$ are 2.15, 0.270 and 0.0337 µm, so each level compresses about one eighth as much as its parent. I solved the axisymmetric contact numerically with the children, taken as smooth caps, replaced by a layer compressed in proportion to $p^{2/3}$. At fixed load the parent's peak pressure falls by 7.7 % at both levels. The real area of the ball rises by 1.9 % through the compliance of its level-2 layer alone ($\beta=8/9$), and that of the central level-2 cap by 6.1 % through its level-3 layer ($\beta=2/3$). The first change is smaller because the area depends on $\int p^\beta dA$, which at $\beta=1$ is the fixed load. This model overstates the layer's softness: each child's own displacement enters both its compression and the smoothed displacement of the parent. Individual caps coupled by the point-load field of (2) avoid this double count. They give smaller changes: peak pressures lower by about 3.5 % and 1.6 %, and areas higher by about 1.2 % and 3.0 %.

**Adhesion.** Let $\gamma$ be the work of adhesion. A sphere with contact radius $a$ under load $w$ can be reached by loading it to the Hertz value $P=4E^*a^3/(3R)$ and then unloading at fixed $a$. A flat-punch pressure $F/(2\pi a\sqrt{a^2-r^2})$ contributes $F/(2a)$ along every line through a point of the contact, so by (2) it displaces the surface uniformly by $F/(2E^*a)$. The potential energy at fixed load is then

$$\Phi=\frac{8E^*a^5}{15R^2}-\frac{wa^2}{R}-\frac{(P-w)^2}{4E^*a}-\pi\gamma a^2 .$$

The first term is $\int P\,d\delta$ along the Hertz path; the next two collect the energy returned on unloading and the work of the load. In $d\Phi/da$ the first two terms give $2a(P-w)/R$. The derivative of $P$ in the third gives the opposite, leaving $(P-w)^2/(4E^*a^2)=2\pi\gamma a$. Hence $(P-w)^2=8\pi\gamma E^*a^3=6\pi\gamma RP$, whose stable root is

$$P=w+3\pi\gamma R+\sqrt{6\pi\gamma Rw+(3\pi\gamma R)^2}.$$

The area grows by $(P/w)^{2/3}$. For the mean level-3 load of 583 nN this is +13 % at $\gamma=1$ mJ/m² and +45 % at 10 mJ/m², with the number of spots held fixed. The energy above treats adhesion as acting only in contact; attraction of finite range gives a smaller increase. For a constant attractive stress acting over 0.3 nm or 1 nm of gap, it is about +9 % or +5 % at 1 mJ/m², and about +45 % or +39 % at 10 mJ/m².

**Material.** By (3) and (4), the load enters the areas only as $W/E^*$, so $A_3\propto(W/E^*)^{26/27}$. A modulus lower by 30 %, through water or warmth, raises the area by 41 %. The compliance of the glass (70 GPa, $\nu=0.17$) adds 0.16 %. The largest peak pressure is 0.70 of a rough yield stress of 20 MPa, which suggests elastic contact but is not a yield criterion. At the central finest spots $a_3/R_3=0.18$ and $p_0/E=0.14$, so strains there approach a tenth and small-strain linear elasticity is only approximate.

**The real tool.** The modulus, load and ball radius are rough values meant for small-tool polishing; polyurethanes range from much softer to much stiffer. The two ordered families of caps are an idealisation, since a real polymer surface has irregular heights and often pores. Of the effects sized here, softening and adhesion at the higher value move the area most: by 41 % for softening, and by up to 45 % for adhesion, less if the attraction reaches over a nanometre or more. Uniform softening leaves the exponent unchanged, while adhesion brings in a load scale $\gamma R$ and breaks the pure power law. Irregular heights, viscoelastic creep of the polymer, a trapped water film, sliding friction and slurry flow are not sized, so 0.0126 mm² is the area of this model and not a prediction for a particular tool. The remaining figures are in the numerical output.

## Calculated quantities

```
Polymer modulus 100 MPa, Poisson ratio 0.40
E* 119.05 MPa; load W 0.10 N
Radii: 40 mm, 100 um, 1 um
Pitches: level 2 20 um, level 3 0.5 um
Exponent by quadrature, 1 level(s): 0.666667
Exponent by quadrature, 2 level(s): 0.888889
Exponent by quadrature, 3 level(s): 0.962963
Exponent by quadrature, 4 level(s): 0.987654
Exponent by explicit sphere sum, 3 levels: 0.9631
Hertz displacement, largest ring error / delta: 1.5e-04
Central level 1: a 293.2 um, p0 0.5555 MPa, delta 2.149 um, a/R 0.0073
Central level 2: a 5.192 um, p0 3.935 MPa, delta 0.2696 um, a/R 0.0519
Central level 3: a 0.1837 um, p0 13.92 MPa, delta 0.03374 um, a/R 0.1837
Real area, 1 level(s): 2.7003e+05 um2 = 0.27003 mm2
Real area, 2 level(s): 42883 um2 = 0.04288 mm2
Real area, 3 level(s): 12588 um2 = 0.01259 mm2
Real/smooth-sphere area, 3 levels: 0.0466
Mean real pressure, 3 levels: 7.944 MPa
Level-2 spheres in contact: 675
Level-3 spots: formula 171532, explicit count 171568
Level-3 spots per level-2 sphere: 254.1
Explicit-sum area / formula: 0.9999
Explicit-sum load / W: 0.9999
Mean level-3 spot: area 0.07339 um2, load 583.0 nN
Area factor for doubled load, 1 level(s): 1.5874
Area factor for doubled load, 2 level(s): 1.8517
Area factor for doubled load, 3 level(s): 1.9493
Doubled load, 3 levels: spot number x 1.8517, spot area x 1.0527
Load for one level-2 sphere in contact: 5.701 uN
Load for touching central level-2 spots: 36.5 N
Lattice sum S: 9.0336, direct curvature 9.0182
Central a/pitch: level 2 0.2596, level 3 0.3674
Neighbours, central spot area: level 2 -2.18 %, level 3 -5.87 %
Compression ratios: level 2/1 0.1255, level 3/2 0.1252
Layer 2 on level 1: area +1.86 %, peak pressure -7.69 %
Layer 3 on level 2: area +6.13 %, peak pressure -7.67 %
Stiffer layer, ratio 0.02: area +1.33 %, peak pressure -1.30 %
Glass modulus 70 GPa, Poisson ratio 0.17: area +0.159 %
Adhesion 1 mJ/m2, mean spot: area +12.7 %
Adhesion 10 mJ/m2, mean spot: area +45.4 %
Modulus lower by 30 %: area +41.0 %
Rough yield stress 20 MPa; largest p0/yield 0.696
```
